# g Shifts and Hyperfine Coupling of Tetragonal d9 Copper

A copper(II) ion has the configuration 3d⁹ and spin $S=1/2$. It sits in a tetragonal crystal field with its fourfold axis along $z$, and the one vacancy in the 3d shell, the hole, is in the orbital $d_{x^2-y^2}$. Moving the hole to $d_{xy}$ costs an energy $\Delta_1>0$, and moving it to either of the degenerate orbitals $d_{xz}$, $d_{yz}$ costs $\Delta_2>0$. The spin-orbit coupling is weak compared with both gaps. The aim is the spin Hamiltonian of the ground doublet,

$$H_{\rm eff}=\mu_B\,\mathbf B\cdot g\cdot\mathbf S+\mathbf S\cdot A\cdot\mathbf I ,$$

to first order in spin-orbit coupling over gap. Here $\mathbf I$ is the copper nuclear spin, and all angular momenta are in units of $\hbar$. The orbitals are taken as pure 3d functions with a common radial part, so covalency is left out, as are the nuclear Zeeman and quadrupole terms.

## (a) Nine electrons as one hole

**Show that the ion can be treated as a single particle, and find the sign of its spin-orbit coupling.**

Let $f$ be a one-electron operator with matrix $f_{ab}$ in the ten 3d spin orbitals, and let $F=\sum_{ab}f_{ab}a_a^\dagger a_b$ be its sum over all electrons. The state with spin orbital $j$ empty is $|j)=a_j|{\rm full}\rangle$. Since $a_a^\dagger a_b=\delta_{ab}-a_ba_a^\dagger$,

$$(i|F|j)=\delta_{ij}\,{\rm Tr}f-\sum_{ab}f_{ab}\langle{\rm full}|a_i^\dagger a_b\,a_a^\dagger a_j|{\rm full}\rangle .$$

In the full shell an electron can be put back only into the orbital just emptied, so $a_a^\dagger a_j|{\rm full}\rangle=\delta_{aj}|{\rm full}\rangle$. The same holds on the left with $b=i$. Therefore

$$(i|F|j)=\delta_{ij}\,{\rm Tr}f-f_{ji}.$$

The hole matrix is $-f^T$, apart from a constant. Because $f$ is Hermitian, $f^T=f^*$. Time reversal is complex conjugation followed by a unitary spin rotation $U$, so an operator that is even ($\tau=+1$) or odd ($\tau=-1$) under it obeys $Uf^*U^\dagger=\tau f$. Hence

$$-f^T=-\tau\,U^\dagger fU .$$

The same $U$ appears for every operator and amounts to a relabelling of the hole states. What remains is the factor $-\tau$:

- Odd operators, such as $\mathbf l$, $\mathbf s$ and the magnetic field that the electrons produce at the nucleus, keep their sign.
- Even operators, namely the crystal field and $\mathbf l\cdot\mathbf s$, change sign.

The repulsion between the electrons is a two-electron operator, but it commutes with the total $\mathbf L$ and $\mathbf S$. The ten states form a single multiplet with $L=2$, $S=1/2$, so the repulsion adds the same constant to all of them. The hole therefore prefers the orbital that is highest for an electron. An electron has the coupling $\zeta\,\mathbf l\cdot\mathbf s$ with $\zeta>0$, so the hole has

$$H_{SO}=\lambda\,\mathbf L\cdot\mathbf S,\qquad \lambda=-\zeta<0 ,$$

where $\mathbf L$ and $\mathbf S$ are the total angular momenta of the ion and act on the hole as ordinary one-particle operators.

## (b) The orbital angular momentum

**Find the action of $\mathbf L$ on the ground orbital.**

With a common factor $N$ that depends only on $r$, the normalized orbitals are

$$|0\rangle=\tfrac N2(x^2-y^2),\quad |xy\rangle=Nxy,\quad |xz\rangle=Nxz,\quad |yz\rangle=Nyz .$$

The operator $\mathbf L=-i\,\mathbf r\times\nabla$ does not act on functions of $r$. The derivatives of $(x^2-y^2)/2$ are $x$, $-y$ and $0$, so

$$L_z|0\rangle=-iN\,[x(-y)-y(x)]=2i|xy\rangle ,$$
$$L_x|0\rangle=-iN\,[y\cdot0-z(-y)]=-i|yz\rangle ,$$
$$L_y|0\rangle=-iN\,[z(x)-x\cdot0]=-i|xz\rangle .$$

None of these results contains $|0\rangle$, so $\langle0|\mathbf L|0\rangle=0$: the orbital moment is quenched. The orbital $d_{z^2}$ is not reached either, and its energy does not enter at the order considered here.

## (c) The g shifts

**Derive $g_\parallel$ and $g_\perp$.**

The perturbation is $V=\lambda\mathbf L\cdot\mathbf S+\mu_B\mathbf B\cdot(\mathbf L+g_e\mathbf S)$. In first order the quenched $\mathbf L$ drops out and leaves $g_e\mu_B\mathbf B\cdot\mathbf S$. In second order the effective operator in the ground doublet is

$$-\sum_n\frac{\langle0|V|n\rangle\langle n|V|0\rangle}{\Delta_n},$$

where $n$ runs over the excited orbitals and the spin operators are kept as operators. The term $g_e\mathbf S$ does not change the orbital, so it cannot connect $|0\rangle$ to $|n\rangle$. The terms linear in both $\mathbf B$ and $\lambda$ come from the two orders of the products of $\mathbf L$:

$$-2\lambda\mu_B\sum_{ik}B_i\Lambda_{ik}S_k,\qquad \Lambda_{ik}=\sum_n\frac{\langle0|L_i|n\rangle\langle n|L_k|0\rangle}{\Delta_n}.$$

The factor 2 arises because $\Lambda$ is real and symmetric. It is also diagonal, since by (b) each excited orbital is reached by one component of $\mathbf L$:

$$\Lambda_{zz}=\frac{|2i|^2}{\Delta_1}=\frac4{\Delta_1},\qquad \Lambda_{xx}=\Lambda_{yy}=\frac{|-i|^2}{\Delta_2}=\frac1{\Delta_2}.$$

The term in $\lambda^2$ contains $S_i^2=1/4$ and is a constant. The term in $B^2$ does not contain the spin. With $\Delta g=g-g_e$ the result is

$$\boxed{\Delta g_\parallel=-\frac{8\lambda}{\Delta_1},\qquad \Delta g_\perp=-\frac{2\lambda}{\Delta_2}}$$

Both shifts are positive because $\lambda<0$. Spin-orbit coupling mixes into the ground state a small orbital moment, which for this more than half-filled shell adds to the spin moment. A single symbol $\Delta$ in both formulas is justified if the two gaps are equal. In that case $\Delta g_\parallel=4\Delta g_\perp$, the 4 being the square of the matrix element $2i$ against that of $-i$.

## (d) The hyperfine operator

**Construct the coupling of the electrons to the nuclear moment $g_n\mu_N\mathbf I$.**

An electron of charge $-e$ at $\mathbf r$ with velocity $\mathbf v$ produces at the nucleus, by the Biot–Savart law, the field

$$\mathbf B_{\rm orb}=\frac{\mu_0}{4\pi}\frac{(-e)\,\mathbf v\times(-\mathbf r)}{r^3}=-\frac{\mu_0}{4\pi}\frac{e\,\mathbf r\times\mathbf v}{r^3}=-\frac{\mu_0}{4\pi}\frac{2\mu_B\,\mathbf l}{r^3},$$

where $m_e\mathbf r\times\mathbf v=\hbar\mathbf l$ and $\mu_B=e\hbar/2m_e$. The energy $-g_n\mu_N\mathbf I\cdot\mathbf B_{\rm orb}$ is then positive times $\mathbf l\cdot\mathbf I$.

The electron spin moment is $-g_e\mu_B\mathbf s$. In the dipole field of the nucleus it has the energy

$$\frac{\mu_0}{4\pi}\frac{g_e\mu_Bg_n\mu_N}{r^3}\,[3(\mathbf s\cdot\hat{\mathbf r})(\hat{\mathbf r}\cdot\mathbf I)-\mathbf s\cdot\mathbf I].$$

Define

$$P=\frac{\mu_0}{4\pi}g_e\mu_Bg_n\mu_N\langle r^{-3}\rangle,\qquad T_{ij}=3\hat r_i\hat r_j-\delta_{ij}.$$

The orbital term has the coefficient $2P/g_e$, and $2/g_e$ is set to 1 from here on. Both terms are odd in the electron variables under time reversal, so by (a) they keep their sign for the hole.

A pure d orbital vanishes at the nucleus, but the open shell polarizes the inner s shells and so produces a contact field. This is described by an isotropic term $-\kappa P\,\mathbf S\cdot\mathbf I$, with $\kappa$ a parameter that is not derived here. Altogether

$$H_{\rm hf}=P\Big[\mathbf L\cdot\mathbf I+\sum_{ij}S_iT_{ij}I_j-\kappa\,\mathbf S\cdot\mathbf I\Big].$$

## (e) Hyperfine coupling without spin-orbit coupling

**Find $A$ for $\lambda=0$.**

The orbital term vanishes by quenching. The dipolar term needs $\langle0|\hat r_i\hat r_j|0\rangle$. Averages over the unit sphere are

$$\overline{x^2y^2}=\tfrac1{15},\qquad \overline{x^4y^2}=\tfrac3{105},\qquad \overline{x^2y^2z^2}=\tfrac1{105},$$

and the same with the letters permuted. The first gives the normalization: $|xy\rangle$ has the angular density $15x^2y^2$, and $|0\rangle$ has $\frac{15}4(x^2-y^2)^2$. Then

$$\langle0|\hat z^2|0\rangle=\tfrac{15}4\,\overline{(x^4-2x^2y^2+y^4)z^2}=\tfrac{15}4\cdot\tfrac{3-2+3}{105}=\tfrac17 .$$

The three squares add up to 1, and $x$ and $y$ are equivalent, so $\langle0|\hat x^2|0\rangle=\frac12(1-\frac17)=\frac37$. This gives

$$\langle T_{zz}\rangle=\tfrac37-1=-\tfrac47,\qquad \langle T_{xx}\rangle=\langle T_{yy}\rangle=\tfrac97-1=\tfrac27 .$$

Off-diagonal elements are odd in two of the coordinates and vanish. Thus

$$A_\parallel^{(0)}=P(-\kappa-\tfrac47),\qquad A_\perp^{(0)}=P(-\kappa+\tfrac27).$$

The negative $T_{zz}$ reflects a spin density concentrated near the $xy$ plane.

## (f) The unquenched orbital moment at the nucleus

**Find the cross term of $P\,\mathbf L\cdot\mathbf I$ with $\lambda\mathbf L\cdot\mathbf S$.**

The operator $P\,\mathbf I\cdot\mathbf L$ has the form of the orbital Zeeman term $\mu_B\mathbf B\cdot\mathbf L$ with $\mu_B\mathbf B$ replaced by $P\,\mathbf I$. The calculation in (c) can be taken over with this replacement:

$$-2\lambda P\sum_{i}I_i\Lambda_{ii}S_i=P\sum_i\Delta g_{ii}\,S_iI_i .$$

The same small orbital moment that shifts $g$ also makes a field at the nucleus, so this contribution to $A_{ii}$ is $P\Delta g_{ii}$.

## (g) The distorted spin density

**Find the cross term of the dipolar operator with $\lambda\mathbf L\cdot\mathbf S$.**

Write $a^n_k=\langle n|L_k|0\rangle$ and $t^n_{ij}=\langle n|T_{ij}|0\rangle$. In real orbitals $a^n_k$ is imaginary and $t^n_{ij}$ is real, so $\langle0|L_k|n\rangle=-a^n_k$ and $\langle0|T_{ij}|n\rangle=t^n_{ij}$. The two orders of the operators give

$$-\lambda P\sum_{n,ijk}\frac{a^n_kt^n_{ij}}{\Delta_n}\,(S_iS_k-S_kS_i)\,I_j .$$

The spin products form a commutator, $[S_i,S_k]=i\sum_m\epsilon_{ikm}S_m$. The contribution to the coefficient of $S_mI_j$ is therefore

$$\delta A_{mj}=-i\lambda P\sum_{n,ik}\frac{a^n_kt^n_{ij}}{\Delta_n}\,\epsilon_{ikm}.$$

The elements $t^n_{ij}$ follow from the averages in (e). By reflection symmetry, $|yz\rangle$ can be connected to $|0\rangle$ by $T_{yz}$ alone, and similarly for the others:

$$t^{yz}_{yz}=3\cdot\tfrac{15}2\,\overline{y^2z^2(x^2-y^2)}=\tfrac{45}2\cdot\tfrac{1-3}{105}=-\tfrac37,$$
$$t^{xz}_{xz}=\tfrac{45}2\,\overline{x^2z^2(x^2-y^2)}=\tfrac{45}2\cdot\tfrac{3-1}{105}=\tfrac37,$$
$$t^{xy}_{xy}=\tfrac{45}2\,\overline{x^2y^2(x^2-y^2)}=0 .$$

So $d_{xy}$ gives nothing here. For the other two, $a=-i$, and the prefactor is $-i\cdot(-i)=-1$. The four nonzero terms, in units of $P\lambda/\Delta_2$, are:

- $n=yz$, $k=x$, $(i,j)=(y,z)$: $\epsilon_{yxz}=-1$, so $\delta A_{zz}=-1\cdot(-\frac37)\cdot(-1)=-\frac37$.
- $n=yz$, $k=x$, $(i,j)=(z,y)$: $\epsilon_{zxy}=+1$, so $\delta A_{yy}=-1\cdot(-\frac37)\cdot1=+\frac37$.
- $n=xz$, $k=y$, $(i,j)=(x,z)$: $\epsilon_{xyz}=+1$, so $\delta A_{zz}=-1\cdot\frac37\cdot1=-\frac37$.
- $n=xz$, $k=y$, $(i,j)=(z,x)$: $\epsilon_{zyx}=-1$, so $\delta A_{xx}=-1\cdot\frac37\cdot(-1)=+\frac37$.

From (c), $\lambda/\Delta_2=-\Delta g_\perp/2$. Hence

$$\delta A_\parallel=-\frac67\frac{P\lambda}{\Delta_2}=\frac37P\Delta g_\perp,\qquad \delta A_\perp=\frac37\frac{P\lambda}{\Delta_2}=-\frac3{14}P\Delta g_\perp .$$

The contact term has no such cross term, because it leaves the orbital unchanged and $\langle0|n\rangle=0$.

## (h) The complete result

**Collect the terms, check them, and show how $P$ and $\kappa$ follow from $g$ and $A$.**

Adding (e), (f) and (g), with $1-\frac3{14}=\frac{11}{14}$ in the perpendicular case, gives

$$\boxed{A_\parallel=P\left(-\kappa-\tfrac47+\Delta g_\parallel+\tfrac37\Delta g_\perp\right)}$$
$$\boxed{A_\perp=P\left(-\kappa+\tfrac27+\tfrac{11}{14}\Delta g_\perp\right)}$$

As a check, take the isotropic part. The dipolar cross terms add up to $\frac37-2\cdot\frac3{14}=0$, and so do the zeroth-order ones, $-\frac47+2\cdot\frac27=0$. There remains

$$A_{\rm iso}=\tfrac13(A_\parallel+2A_\perp)=P\left[-\kappa+\tfrac13(\Delta g_\parallel+2\Delta g_\perp)\right].$$

The isotropic coupling is thus not a pure contact term: the orbital moment contributes with the opposite sign to $\kappa$. In the difference $\kappa$ cancels:

$$A_\parallel-A_\perp=P\left(-\tfrac67+\Delta g_\parallel-\tfrac5{14}\Delta g_\perp\right).$$

If $g$ and $A$ are known with their signs, this equation gives $P$, and $A_{\rm iso}$ then gives $\kappa$. This works only while the bracket stays well away from zero. It vanishes at $\Delta g_\parallel=\frac67+\frac5{14}\Delta g_\perp$, and as $\Delta g_\parallel$ approaches that value the neglected second-order terms are divided by a small number and spoil the result for $P$.

## (i) A numerical case

**Evaluate the formulas for $\lambda=-600$ cm⁻¹, $\Delta_1=15000$ cm⁻¹, $\Delta_2=20000$ cm⁻¹, $P=1000$ MHz and $\kappa=0.4$, and judge the first-order treatment.**

These are round model parameters. The shifts are

$$\Delta g_\parallel=\frac{8\cdot600}{15000}=0.320,\qquad \Delta g_\perp=\frac{2\cdot600}{20000}=0.060,$$

so that $g_\parallel=2.322$ and $g_\perp=2.062$ with $g_e=2.0023$. The hyperfine values, with the terms in the order contact, dipolar, orbital, dipolar cross term, are

$$A_\parallel=-400.0-571.4+320.0+25.7=-625.7\ \text{MHz},$$
$$A_\perp=-400.0+285.7+60.0-12.9\approx-67.1\ \text{MHz},$$

where the last digit of $A_\perp$ is that of the unrounded sum. In wavenumbers they are $-208.7\times10^{-4}$ and $-22.4\times10^{-4}$ cm⁻¹. The orbital term cancels about a third of the sum of the first two terms in $A_\parallel$. The small $A_\perp$ is a difference of larger numbers and is sensitive to $\kappa$: a change of $\kappa$ by 0.1 shifts it by 100 MHz, more than its own size.

The same model can be diagonalized in the space of all ten nine-electron states, with $d_{z^2}$ placed 12000 cm⁻¹ above the ground level of the hole. The numerical output gives:

- $g_\parallel=2.314$, lower than the first-order value by 0.0085, or 2.7% of the first-order shift.
- $g_\perp=2.056$, lower by 0.0064, or about 11% of the first-order shift.
- $A_\parallel=-633.8$ MHz and $A_\perp=-66.3$ MHz, which differ from first order by $-8.1$ and $+0.9$ MHz before rounding.

When $\lambda$ is halved, the error of $g_\parallel$ falls from 0.0085 to 0.0020 and that of $A_\parallel$ from 8.1 to 1.9 MHz. Both factors are a little above 4, as expected for a remainder that starts at order $\lambda^2$. Keeping $2/g_e$ in the orbital term changes $A_\parallel$ by $-0.4$ MHz, well below the error of the first-order treatment.

The diagonalized values can also serve as data for the inversion in (h). With $\Delta g_\parallel=0.3115$ and $\Delta g_\perp=0.0536$,

$$P=\frac{-633.8+66.3}{-0.8571+0.3115-0.0191}\ \text{MHz}\approx1005\ \text{MHz}.$$

With $A_{\rm iso}=\frac13(-633.8-2\cdot66.3)=-255.5$ MHz,

$$\kappa=\frac{0.3115+2\cdot0.0536}{3}+\frac{255.5}{1005}\approx0.394 .$$

The inputs 1000 MHz and 0.4 are recovered to about 0.5% and 1.5%. These figures are the error of the inversion for this parameter set, not of each formula. With the diagonalized $g$ shifts the formulas of (h) give $A_\parallel\approx-637$ and $A_\perp\approx-72$ MHz, both too negative, by about 3 and 6 MHz, and these errors partly cancel in the difference that fixes $P$. The comparison says nothing about the covalency that the model leaves out.

## (j) A hole in the other orbital

**Find the g shifts when the hole is in $d_{z^2}$, and state when the results above fail.**

The orbital is $|z^2\rangle=\frac N{2\sqrt3}(2z^2-x^2-y^2)$. It is symmetric about $z$, so $L_z|z^2\rangle=0$. For the other components,

$$L_x|z^2\rangle=\frac{-iN}{2\sqrt3}\,[y(4z)-z(-2y)]=-i\sqrt3\,|yz\rangle ,$$
$$L_y|z^2\rangle=\frac{-iN}{2\sqrt3}\,[z(-2x)-x(4z)]=i\sqrt3\,|xz\rangle .$$

The formula $\Delta g_{ii}=-2\lambda\Lambda_{ii}$ holds for any isolated, quenched orbital. With $\Delta$ now the energy from $d_{z^2}$ to $d_{xz}$, $d_{yz}$, it gives

$$\Delta g_\parallel=0,\qquad \Delta g_\perp=-\frac{6\lambda}{\Delta}.$$

The order of the g values is reversed: for $d_{x^2-y^2}$ with comparable gaps $g_\parallel>g_\perp>g_e$, while for $d_{z^2}$ $g_\perp>g_\parallel\approx g_e$. By the first-order formulas, $g_\parallel>g_\perp$ for $d_{x^2-y^2}$ requires $\Delta_1<4\Delta_2$. Second-order terms shift this bound by a relative amount of order $\lambda/\Delta_2$, so the order of the g values distinguishes the two ground states within this model when $\Delta_1$ lies well below $4\Delta_2$, as it does for comparable gaps.

The results of (c) and (h) require $|\lambda|\ll\Delta_1,\Delta_2$. In tetragonal symmetry spin-orbit coupling does not mix $d_{z^2}$ into the ground doublet. The two-step paths cancel: $\langle z^2|L_x|yz\rangle\langle yz|L_x|0\rangle=(i\sqrt3)(-i)=\sqrt3$ and $\langle z^2|L_y|xz\rangle\langle xz|L_y|0\rangle=(-i\sqrt3)(-i)=-\sqrt3$, so their sum is proportional to $S_x^2-S_y^2=0$. The same holds at every order. The operator $\mathbf L\cdot\mathbf S$ conserves $m_j=m_l+m_s$, and the tetragonal field changes $m_l$ only by multiples of 4. The ground orbital is built from $m_l=+2$ and $m_l=-2$, which are equal modulo 4, so its doublet has $m_j=\mp\frac32$ modulo 4 for $m_s=\pm\frac12$, whereas $d_{z^2}$ has $m_j=\pm\frac12$. The energy of $d_{z^2}$ therefore does not affect $g$ and $A$, provided the doublet stays lowest and the gap to $d_{z^2}$ is large compared with the Zeeman and hyperfine energies. A distortion of lower symmetry can mix $d_{z^2}$ into the ground orbital without any spin-orbit coupling, and the matrix elements of (b), (e) and (g) must then be recalculated for the mixed orbital.

## Table of computed values

```
lambda = -600 cm^-1
gap to d(xy), Delta_1 = 15000 cm^-1
gap to d(xz),d(yz), Delta_2 = 20000 cm^-1
gap to d(z2) = 12000 cm^-1
P = 1000 MHz, kappa = 0.4 (no unit)
g_e = 2.00232 (no unit)
<xy|L_z|0> = 2.0000 i (hbar)
<yz|L_x|0> = -1.0000 i (hbar)
<xz|L_y|0> = -1.0000 i (hbar)
<0|T_zz|0> = -0.57143 (no unit)
<0|T_xx|0> = 0.28571 (no unit)
<yz|T_yz|0> = -0.42857 (no unit)
<xz|T_xz|0> = 0.42857 (no unit)
slope dg_par/dlambda * Delta_1, full = -8.0000
slope dg_perp/dlambda * Delta_2, full = -2.0000
dipolar slope of A_par/P * Delta_2, full = -0.8571
dipolar slope of A_perp/P * Delta_2, full = 0.4286
d(z2) hole: slope of g_perp * Delta_2 = -6.0000
Delta g_par, first order = 0.3200
Delta g_perp, first order = 0.0600
g_par: first order 2.3223, full 2.3138
g_perp: first order 2.0623, full 2.0559
A_par part, contact = -400.0 MHz
A_par part, dipolar first order = -571.4 MHz
A_par part, orbital = 320.0 MHz
A_par part, dipolar cross term = 25.7 MHz
A_perp part, dipolar first order = 285.7 MHz
A_perp part, orbital = 60.0 MHz
A_perp part, dipolar cross term = -12.9 MHz
A_par: first order -625.7 MHz, full -633.8 MHz
A_perp: first order -67.1 MHz, full -66.3 MHz
A_iso, first order = -253.3 MHz
A_par, first order = -208.7 x 10^-4 cm^-1
A_perp, first order = -22.4 x 10^-4 cm^-1
change of full A_par when 2/g_e is kept = -0.36 MHz
error of g_par at lambda/2 = -0.00201, at lambda = -0.00853
error of A_par at lambda/2 = -1.87 MHz, at lambda = -8.07 MHz
```
